# Repairing noisy vacuum tails in simulated tunnelling images by plane matching, part 2

In a truncated plane-wave basis, surface states have a wrong vacuum tail. The scheme takes each state on a plane $z=z_0$ and propagates it outward, $s=z-z_0\ge0$, to image the density $n(\mathbf r,z)$ of states with $E_1<E<E_2$ (Tersoff–Hamann). Lengths are in nm, energies in aJ from the vacuum level, and $C=\hbar^2/2m$. A state is $\psi=e^{i\mathbf k\cdot\mathbf r}\phi$, $\phi=\sum_{\mathbf G}c_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r}$, with channels $c_{\mathbf G}$, $\kappa^2=-E/C$, $q_{\mathbf G}=\sqrt{\kappa^2+|\mathbf k+\mathbf G|^2}$, $u=V/C=\sum_{\mathbf G}u_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r}$ and $\|\cdot\|$ the rms over a surface cell:

$$c_{\mathbf G}''=q_{\mathbf G}^2\,c_{\mathbf G}+\sum_{\mathbf G'}u_{\mathbf G-\mathbf G'}(z)\,c_{\mathbf G'}.\tag{1}$$

For $V=0$ beyond $z_0$,

$$c_{\mathbf G}(z)=c_{\mathbf G}(z_0)\,e^{-q_{\mathbf G}s}.\tag{2}$$

With plane error $\eta$, energy error $\delta E$ and computed rates $q'$,

$$\|\delta\phi(z)\|\le e^{-q'_{\min}s}\|\eta\|+\big\|c\,(e^{-q's}-e^{-qs})\big\|.\tag{3}$$

In a planar tail $\beta=-c'/c$ obeys

$$\beta'=\beta^2-q^2-u_0,\tag{5}$$

integrated inward from a far point with $I'=\beta$; the Riccati multiplier $e^{-[I(z)-I(z_0)]}$ replaces the exponential in (2). For $u_0=-\bar u\,e^{-\alpha s}$,

$$\ln\frac{c_{\rm true}}{c_{\rm flat}}=\frac{\bar u\,(1-e^{-\alpha s})}{\alpha(2q+\alpha)}.\tag{6}$$

The model slab has $V=-U_0f_0(z)-2V_1f_1(z)\cos Gx$, half thickness $d=0.30$, period $a=0.40$, $G=2\pi/a=15.708$ nm$^{-1}$, $U_0=2.40$, $V_1=0.30$, cell length $L=5.0$, and channels $j$ in $k+jG$. Its Fermi edges are $f(z;w)=\sinh(d/w)/[\cosh(d/w)+\cosh(z/w)]$; $f_0$ has $w=0.07$, so $\alpha=14.2857$ nm$^{-1}$. The reference is a plane-wave diagonalisation with $g_{\max}=181$ nm$^{-1}$; raw states use a $45$ nm$^{-1}$ cutoff, and repaired states are raw states propagated from the plane. The tail-test state has $E=-1.63843$ aJ, $k=G/8$, $q_0=16.5004$ nm$^{-1}$ and $\bar u=1.2924$ nm$^{-2}$ at $z_0=0.70$, with $s=0.4$.

The final listing also includes earlier checks: a flat slab with error-function edges, and a short cell where the value-plus-slope projection $\tfrac12[c(z_0)-c'(z_0)/q]$ removes the growing wave.

### Corrugated potential tail

A weak channel $\mathbf G$ can be fed by the strong channel $0$ through $u_{\mathbf G}$. Where the charge is negligible the electrostatic potential obeys $u_{\mathbf G}''=G^2u_{\mathbf G}$ with $G=|\mathbf G|$, so $u_{\mathbf G}=u_{\mathbf G}(z_0)e^{-Gs}$. To first order, $c_{\mathbf G}''-q_{\mathbf G}^2c_{\mathbf G}=u_{\mathbf G}(z_0)c_0(z_0)e^{-(G+q_0)s}$. Substituting $Pe^{-(G+q_0)s}$ gives $P=u_{\mathbf G}(z_0)c_0(z_0)/[(G+q_0)^2-q_{\mathbf G}^2]$, and matching the value at $s=0$ gives $c_{\mathbf G}(z)=[c_{\mathbf G}(z_0)-P]e^{-q_{\mathbf G}s}+Pe^{-(G+q_0)s}$. Dividing by (2),

$$\frac{c_{\rm true}}{c_{\rm flat}}-1=-\frac{P}{c_{\mathbf G}(z_0)}\left[1-e^{-(G+q_0-q_{\mathbf G})s}\right],\tag{7}$$

to which (6) with $q_{\mathbf G}$ adds at first order. The vector $(\kappa,\mathbf k+\mathbf G)$ has length $q_{\mathbf G}$ and is the sum of $(\kappa,\mathbf k)$ and $(0,\mathbf G)$, which are not parallel when $\kappa>0$, so $q_{\mathbf G}<q_0+G$ strictly and the bias saturates. A corrugation decaying at a slower rate $\alpha_{\mathbf G}<q_{\mathbf G}-q_0$ would reverse the sign of the exponent, the driven term would dominate at large $s$, and (2) would give the wrong rate for that channel.

In the model $f_1$ has width $1/G$ and $u_{\pm1}=-V_1f_1/C$. The profile gives $f_1(0.70\ \text{nm})=1.864\times10^{-3}$, so $u_{-1}=-0.0916$ nm$^{-2}$. With $q_{-1}=21.3850$ nm$^{-1}$ the denominator is $32.2084^2-21.3850^2=580.1$ nm$^{-2}$, the bracket is $1-e^{-10.823\times0.4}=0.9868$, and $c_{-1}/c_0=3.181\times10^{-2}$. Then (7) is $+0.0916\times0.9868/(580.1\times0.03181)=4.90\times10^{-3}$. The planar term adds $1.58\times10^{-3}$, for $6.48\times10^{-3}$ against $6.50\times10^{-3}$ measured. The factor $c_0/c_{\mathbf G}$ makes the weak channel, which carries the corrugation, the more biased one here; for $j=+1$ the bias is $2.5\times10^{-2}$ in this state and reaches $0.15$ in other states of the slab.

### Image potential

If the potential contains the image tail $V=-e^2/(16\pi\varepsilon_0z)$, with $z$ from the image plane, no plane is flat. Using $1/a_0=me^2/(4\pi\varepsilon_0\hbar^2)$, $u_0=-2me^2/(16\pi\varepsilon_0\hbar^2z)=-1/(2a_0z)=-2q\nu/z$ with $\nu=1/(4a_0q)$. In the variable $X=2qz$ the equation is $d^2c/dX^2=(\tfrac14-\nu/X)c$, Whittaker's equation with second index $\tfrac12$, whose decaying solution is $W_{\nu,1/2}(X)$. For large $z$ put $c=e^{-qz}h$, so that $h''-2qh'+(2q\nu/z)h=0$, and try $h=z^p+\gamma z^{p-1}$. The order $z^{p-1}$ gives $-2qp+2q\nu=0$, so $p=\nu$. The order $z^{\nu-2}$ gives $\nu(\nu-1)-2q\gamma(\nu-1)+2q\nu\gamma=0$, so $\gamma=\nu(1-\nu)/2q$. The bias grows as $z^\nu$ and does not saturate.

For $q=10.8605$ nm$^{-1}$ and $a_0=0.052918$ nm, $\nu=0.4350$. From $0.4$ to $1.0$ nm, integration of (5) and the Whittaker function both give $\ln[c(z)/c(z_0)]=-6.1333413$, an amplitude gain of $1.4666$ over (2). The power law gives $2.5^{0.4350}=1.4897$; with $\gamma=0.2458/21.721=0.01132$ nm the correction $(1+0.0113)/(1+0.0283)=0.9835$ brings it to $1.465$. The Riccati multiplier is then required. A uniform field in the vacuum also leaves (2) without a constant $\kappa$. If the field raises the barrier outward, (5) can still be started at a far point; if it lowers the barrier, $q^2+u_0$ turns negative at large $z$, where the solutions oscillate instead of decaying exponentially, and the scheme does not apply.

### Empty slowest channel

If symmetry sets $c_0=0$, the signal decays at $q_1$ while noise that breaks the symmetry decays at $q_0<q_1$. Setting $|\eta_0|e^{-q_0s}=\|c\|e^{-q_1s}$ gives the height at which the error equals the signal:

$$s^*=\frac{\ln(\|c\|/|\eta_0|)}{q_1-q_0}.\tag{8}$$

For a state odd in $x$ at $k=0$, with random noise added on the plane, $q_0=11.1357$ and $q_1=19.2547$ nm$^{-1}$ and $|\eta_0|/\|c\|=4.832\times10^{-3}$, so $s^*=5.3325/8.1190=0.6568$ nm, as measured. Replacing $\phi(x)$ by $[\phi(x)-\phi(-x)]/2$ on the plane removes $\eta_0$; the relative error at $s^*$ is then $0.0016$, a value that depends on the random draw.

### Grid, energy range and contours

The grid must hold every channel present on the plane: an aliased component is assigned a wrong $|\mathbf k+\mathbf G|$ and hence a wrong rate. An error in the vacuum level acts as $\delta E$ in (3). States with $E\ge0$ can have $q^2\le0$ in some channels and lie outside the scheme. The cell average of the repaired density, a sum of terms $|c_{\mathbf G}|^2e^{-2q_{\mathbf G}s}$, decreases strictly, but interference terms leave no such guarantee at fixed $\mathbf r$, so a constant-current root search needs a verified bracket.

## Choosing the plane

Let $D=z_0-d$, take one channel, and a target height far above the plane. With $\bar u=(U_0/C)e^{-\alpha D}$, (6) gives a relative error $-b\,e^{-\alpha D}$ with $b=U_0/[C\alpha(2q+\alpha)]$. Zero-mean noise of fixed size $\sigma$ on an amplitude $Ae^{-qD}$ gives a relative error of size $(\sigma/A)e^{qD}$. The cross term averages to zero, so to leading order the mean square error is $M=b^2e^{-2\alpha D}+(\sigma/A)^2e^{2qD}$. Setting $dM/dD=0$ gives $\alpha b^2e^{-2\alpha D}=q(\sigma/A)^2e^{2qD}$, hence

$$D^*=\frac{\ln(\alpha b^2A^2/q\sigma^2)}{2(\alpha+q)}.\tag{9}$$

The dependence of $D^*$ on $\sigma$ is logarithmic, but $M$ is exponential in $D$. At the optimum the bias and noise terms are the fractions $q/(\alpha+q)$ and $\alpha/(\alpha+q)$ of $M$; overestimating $\sigma$ by a factor $F$ moves the plane inward by $\ln F/(\alpha+q)$, which raises the bias and lowers the noise, and multiplies $M$ by $[qF^{2\alpha/(\alpha+q)}+\alpha F^{-2q/(\alpha+q)}]/(\alpha+q)$. With $\alpha=14.29$ and $q=16.50$ nm$^{-1}$ the rms error rises by $11\%$ of its least value for $F=2$ and to $2.65$ times that value for $F=16$ ($2.63$ when the bias is taken from the reference state instead of the leading-order form), so $\sigma$, the typical noise of the channel in question, should be known to within a factor of about two. Cutoff noise is deterministic in a given calculation, so zero mean is a modelling assumption. For the state above, $b=0.5820$, $A=1.0540$ nm$^{-1/2}$ and $\sigma=10^{-5}$ nm$^{-1/2}$ give an argument $14.2857\times0.3387\times1.1109/(16.5004\times10^{-10})=3.26\times10^9$ and $D^*=21.90/61.57=0.356$ nm. A Monte Carlo scan against the reference state finds $0.356$ nm, with a least rms relative error of $4.9\times10^{-3}$. One plane serves all states and channels, so (9) should be evaluated for those that dominate the image.

## Worked example

The Fermi-edged slab is uniform along $y$, so $E=\varepsilon+Ck_y^2$ with $\varepsilon$ the level at $k_y=0$. Then $q_j^2=-E/C+k_y^2+(k_x+jG)^2=-\varepsilon/C+(k_x+jG)^2$, and $k_y$ drops out of the rates. With $\phi$ normalised by $a^{-1}\int dx\int dz\,|\phi|^2=1$ and a spin factor 2, $n=2\int d^2k\,(2\pi)^{-2}\sum|\phi|^2$ over the window. The $k_x$ integral is $1/a$ times a mean over the zone. The allowed $k_y$ form two intervals of equal length, so $\int dk_y/2\pi$ gives the weight $W=\pi^{-1}[\sqrt{(E_2-\varepsilon)_+/C}-\sqrt{(E_1-\varepsilon)_+/C}]$, where $(\cdot)_+$ is the positive part. The window is $-0.80$ to $-0.72$ aJ (work function $0.72$ aJ $=4.494$ eV). The mesh $k_x=G/8,\,3G/8$ is coarse and serves to define the test image. Raw states use the $45$ nm$^{-1}$ cutoff ($12.361$ aJ), the plane is $0.40$ nm above the edge, $h=z-d$, and the contrast is $[n(0)-n(a/2)]/\bar n$ with $\bar n$ the cell mean in nm$^{-3}$.

| $h$/nm | quantity | reference | raw | repaired |
|---|---|---|---|---|
| 0.6 | $\bar n/10^{-7}$ | 8.387 | 7.867 | 8.395 |
| 1.0 | $\bar n/10^{-11}$ | 1.8906 | 538.4 | 1.8914 |
| 1.4 | $\bar n/10^{-16}$ | 4.490 | $4.99\times10^{7}$ | 4.491 |
| 0.6 | contrast | 0.1326 | 0.1197 | 0.1376 |
| 1.0 | contrast | 0.0398 | $-2.30$ | 0.0413 |
| 1.4 | contrast | 0.01168 | 0.530 | 0.01220 |

The raw mean is $6.2\%$ low at $0.6$ nm and sits near $5\times10^{-9}$ nm$^{-3}$ at both larger heights, with an inverted contrast at $1.0$ nm. The repaired mean is high by $8.9$, $4.2$ and $3.4\times10^{-4}$ relative to the reference. The sign is unexpected: (6) alone makes a repaired density low, by $2\times1.9\times10^{-3}\approx0.4\%$ for the $j=0$ channel of the state tested and by more for smaller $q$. Propagating the reference plane data instead gives means that are low by $0.42\%$, $0.44\%$ and $0.44\%$, as expected. Replacing only the plane data by the raw ones, with the reference energies kept, turns these errors into $+8.8$, $+4.0$ and $+2.9\times10^{-4}$, so it is the plane error that offsets the planar bias. The small figure is therefore a partial cancellation and not the accuracy of the method. The repaired contrast is high by $3.8\%$, $3.9\%$ and $4.5\%$ of the reference contrast. States enter the contrast with both signs, the uncancelled sums being $0.339$, $0.127$ and $0.046$, and relative to these the errors are $1.5\%$, $1.2\%$ and $1.1\%$. The contrast error comes from the raw data: propagating the reference plane data with the reference energies gives contrasts that are low by only $0.28\%$, $0.21\%$ and $0.22\%$. It depends on where the plane falls. At $h=1.0$ nm, over nine planes between $0.33$ and $0.47$ nm above the edge, the error of the repaired contrast runs from $+4\%$ to $-11\%$ and that of the mean from $+0.1\%$ to $-1.6\%$.

The mean density decays at $26.835$ nm$^{-1}$ near $h=0.6$ nm, faster than $2\kappa_F=21.72$ nm$^{-1}$, where $\kappa_F$ is $\kappa$ at $E_2$. The spread of energies in the window accounts for a rate of at most $22.90$ nm$^{-1}$, the value of $2\kappa$ at $E_1$; the rest comes from the in-plane momentum of the states. In a flat vacuum the rate is a weighted mean of the values $2q_j$. The smallest belongs to $\varepsilon=-0.8990$ aJ at $G/8$, $2\sqrt{147.27+3.86}=24.59$ nm$^{-1}$, which is a lower bound; the level at $-1.0483$ aJ gives $2\sqrt{171.73+3.86}=26.50$ nm$^{-1}$.

For a constant-current scan at $n=8.387\times10^{-7}$ nm$^{-3}$, linearising $n(x,z)$ about the mean height gives $\bar n[1+\delta n(x)/\bar n-\Gamma\,\delta z]=\bar n$, with $\Gamma$ the decay rate, so $z(0)-z(a/2)\approx\text{contrast}/\Gamma=0.13256/26.835=4.94\times10^{-3}$ nm. Root finding gives $4.95\times10^{-3}$ nm $=4.95$ pm for the reference and $5.14\times10^{-3}$ nm $=5.14$ pm for the repaired states, an error of $0.19$ pm or $3.8\%$ of the reference corrugation for this choice of plane.

## Computed values

```
C = hbar^2/2m = 6.104264e-03 aJ nm^2, G = 15.7080 1/nm, a0 = 0.052918 nm
a=0.4 d=0.3 w=0.07 w_erf=0.08 L=5.0 nm; U0=2.4 V1=0.3 aJ; window -0.8..-0.72 aJ
work function 0.72 aJ = 4.494 eV; kappa_F = 10.8605 1/nm
noisy cutoff 45.0 1/nm, E_cut = 12.361 aJ; reference g_max = 181.0 1/nm
flat slab, k=G/8=1.9635 1/nm: eps=-1.242487 aJ, kappa=14.2669 1/nm, z0=0.65 nm, s=0.3 nm
  channel +0: measured decay 14.401369, formula 14.401369 1/nm
  channel -1: measured decay 19.810465, formula 19.810465 1/nm
  channel +1: measured decay 22.711771, formula 22.711771 1/nm
short cell L=1.6 nm: contamination 1.32937e-02, formula 1.32944e-02
  after value-plus-slope projection: -7.1e-07
noise floor near 1.1 nm 2.77e-04, near 1.7 nm 1.93e-04 nm^-1/2; signal drops 5.66e+03
  eigenvalue error 1.40e-05 aJ; plane error 3.43e-04 nm^-1/2
  s=0.5 nm: repaired 1.59e-08, bound 2.56e-07, signal 6.07e-06 nm^-1/2
odd state eps=-0.75696 aJ, q0=11.1357, q1=19.2547 1/nm, |eta0|/|c|=4.832e-03
  crossover measured 0.6568, formula 0.6568 nm; symmetrised error 0.0016
k=0.125G even eps/aJ: -2.1793 -1.0483 -0.8990
k=0.125G odd eps/aJ: -1.6384
k=0.375G even eps/aJ: -2.0632 -1.3851 -0.9086
k=0.375G odd eps/aJ: -1.5137 -0.8823
tail test eps=-1.63843 aJ, q0=16.5004, q-1=21.3850, alpha=14.2857 1/nm, |u0|=1.2924 nm^-2
  G=0 bias (z0=0.70, s=0.4 nm): measured 1.9143e-03, formula 1.9068e-03
  c-1/c0=3.1807e-02; G=-1 bias measured 6.5008e-03, driven 4.8993e-03 + planar 1.5803e-03
  close plane z0=0.55 nm: log error flat 1.629e-02, Riccati 7.572e-05
best plane: sigma=1e-05 A=1.0540 nm^-1/2, b=0.5820
  D scan 0.356, formula 0.356 nm, least rms error 4.939e-03
image tail nu=0.43500, 0.4->1.0 nm: log ratio Riccati -6.1333413, Whittaker -6.1333413
  amplitude gain over flat 1.4666, power law 1.4897
image: matching plane 0.40 nm above the edge; order reference, raw, repaired
h=0.6 nm mean n: 8.3871e-07 7.8670e-07 8.3945e-07 nm^-3
h=0.6 nm contrast: 1.3256e-01 1.1967e-01 1.3756e-01
h=0.6 nm rel. error of mean: raw -6.201e-02, repaired 8.893e-04; contrast scale 3.387e-01
h=1.0 nm mean n: 1.8906e-11 5.3843e-09 1.8914e-11 nm^-3
h=1.0 nm contrast: 3.9805e-02 -2.3000e+00 4.1345e-02
h=1.0 nm rel. error of mean: raw 2.838e+02, repaired 4.208e-04; contrast scale 1.266e-01
h=1.4 nm mean n: 4.4898e-16 4.9893e-09 4.4914e-16 nm^-3
h=1.4 nm contrast: 1.1683e-02 5.3012e-01 1.2204e-02
h=1.4 nm rel. error of mean: raw 1.111e+07, repaired 3.447e-04; contrast scale 4.640e-02
set point 8.3871e-07 nm^-3, density decay rate 26.835 1/nm
constant-current z(0)-z(a/2): reference 4.95101e-03 nm = 4.951 pm
constant-current z(0)-z(a/2): repaired 5.13725e-03 nm = 5.137 pm
```
